# Bloch roots and two-channel window of a next-nearest-neighbour chain

## Problem

An infinite chain has spacing \(a\) and one orthonormal orbital per site. Independent electrons obey

\[
E c_n=\varepsilon_0c_n+t_1(c_{n+1}+c_{n-1})+t_2(c_{n+2}+c_{n-2}),
\]

with real \(t_1\), \(t_2\) and \(t_2\neq0\). Channels are counted per spin, at energies away from band edges.

1. Put \(c_n\propto\lambda^n\) and find all four roots \(\lambda(E)\). Classify them as propagating or evanescent.
2. Group the sites into layers that couple only to adjacent layers. Find the Bloch factors of these layers, and show how to recover \(\lambda\) from them.
3. Find the group velocities and decide which roots belong to the right-going set.
4. Find the condition on the hoppings, and the energy window, for which two right-moving channels coexist.
5. Evaluate the results for \(\varepsilon_0=0\), \(t_1=-1\) eV, \(t_2=0.6\) eV and \(a=3\times10^{-8}\) cm. These are round model parameters.

## Solution

### 1. The four roots

Inserting \(c_n=\lambda^n\) and dividing by \(\lambda^n\) gives

\[
P(\lambda)\equiv\varepsilon_0-E+t_1\left(\lambda+\frac1\lambda\right)+t_2\left(\lambda^2+\frac1{\lambda^2}\right)=0 .
\]

Multiplied by \(\lambda^2\), this is a quartic with leading and constant coefficient \(t_2\), so it has four nonzero roots. It is unchanged by \(\lambda\to1/\lambda\), which suggests the variable \(x=\lambda+1/\lambda\). Since \(\lambda^2+\lambda^{-2}=x^2-2\),

\[
t_2x^2+t_1x+\varepsilon_0-2t_2-E=0,
\]

\[
x_\pm=\frac{-t_1\pm\sqrt D}{2t_2},\qquad D=t_1^2+4t_2(E-\varepsilon_0+2t_2).
\]

Each \(x\) gives a reciprocal pair through \(\lambda^2-x\lambda+1=0\):

\[
\lambda=\frac x2\pm\sqrt{\frac{x^2}{4}-1}.
\]

A propagating root has \(\lambda=e^{i\theta}\) with real \(\theta=ka\), so \(x=2\cos\theta\) is real and \(|x|\le2\). Away from band edges there are three cases.

- If \(x\) is real and \(|x|<2\), the pair is \(e^{\pm i\theta}\) and propagates.
- If \(x\) is real and \(|x|>2\), the pair is real and evanescent. For negative \(\lambda\) the amplitude alternates in sign from site to site.
- If \(D<0\), then \(x_-=x_+^*\) is not real. The roots form the quartet \(\lambda,1/\lambda,\lambda^*,1/\lambda^*\). None lies on the unit circle, because that would make \(x\) real. These solutions oscillate while they decay or grow.

The limit \(t_2\to0\) at fixed \(t_1\neq0\) shows where the extra pair comes from. One \(x\) tends to \((E-\varepsilon_0)/t_1\), the nearest-neighbour result. The sum \(x_++x_-=-t_1/t_2\) then forces the other to diverge as \(-t_1/t_2\). Its decaying root is \(\lambda\simeq1/x\simeq-t_2/t_1\to0\), a solution that dies within about one site.

### 2. The doubled principal layer

A one-site layer couples to its second neighbour, so it cannot serve as a principal layer. Two sites suffice. With \(\psi_J=(c_{2J},c_{2J+1})^T\), the equations for the two sites become

\[
H_{01}^\dagger\psi_{J-1}+H_{00}\psi_J+H_{01}\psi_{J+1}=E\psi_J,
\]

\[
H_{00}=\begin{pmatrix}\varepsilon_0&t_1\\t_1&\varepsilon_0\end{pmatrix},\qquad
H_{01}=\begin{pmatrix}t_2&0\\t_1&t_2\end{pmatrix}.
\]

The zero in \(H_{01}\) is the absent third-neighbour hopping from \(2J\) to \(2J+3\). Since \(\det H_{01}=t_2^2\neq0\), the equation can be solved for \(\psi_{J+1}\), which defines a \(4\times4\) transfer matrix. For \(t_2=0\) this inverse does not exist.

For \(\psi_J=\Lambda^J\varphi\) the condition is \(M(\Lambda)\varphi=0\), where

\[
M(\Lambda)=\begin{pmatrix}
\varepsilon_0-E+t_2(\Lambda+\Lambda^{-1})&t_1(1+\Lambda^{-1})\\
t_1(1+\Lambda)&\varepsilon_0-E+t_2(\Lambda+\Lambda^{-1})
\end{pmatrix}.
\]

Set \(\Lambda=\lambda^2\), with \(\lambda\) still arbitrary, write \(m\) for the diagonal element, and apply \(M\) to \((1,\lambda)^T\). The two rows give

\[
m+\lambda t_1(1+\lambda^{-2})=m+t_1(\lambda+\lambda^{-1})=P(\lambda),
\]

\[
t_1(1+\lambda^2)+\lambda m=\lambda\left[t_1(\lambda+\lambda^{-1})+m\right]=\lambda P(\lambda).
\]

Thus \((1,\lambda)^T\) is an eigenvector of \(M(\lambda^2)\) with eigenvalue \(P(\lambda)\). Because \(\lambda^2\) does not change under \(\lambda\to-\lambda\), \((1,-\lambda)^T\) is an eigenvector with eigenvalue \(P(-\lambda)\). The two vectors are independent, so the determinant is the product of the eigenvalues. Writing \(P(\lambda)=t_2\lambda^{-2}\prod_j(\lambda-\lambda_j)\), we get

\[
\det M(\lambda^2)=P(\lambda)P(-\lambda)=t_2^2\lambda^{-4}\prod_{j=1}^4(\lambda^2-\lambda_j^2).
\]

The four layer factors are therefore \(\Lambda_j=\lambda_j^2\), with multiplicities included. Doubling the layer adds no channels.

The factor \(\Lambda_j\) alone does not fix the sign of \(\lambda_j\). The terms odd in \(\lambda\) give

\[
P(-\lambda_j)=P(\lambda_j)-2t_1x_j=-2t_1x_j .
\]

If this is nonzero, the null vector of \(M(\Lambda_j)\) is unique up to a factor and \(\lambda_j=\varphi_2/\varphi_1\). The wrong sign, \(-\lambda_j\), solves the chain equation at the different energy \(E-2t_1x_j\), which is real only if \(x_j\) is real.

The ratio fails when \(x_j=0\), that is, at \(E=\varepsilon_0-2t_2\) with \(\lambda=\pm i\). Both roots then have \(\Lambda=-1\), and every element of \(M(-1)\) vanishes, so any vector is a solution. The velocity separates them. With \(\Lambda=e^{iQ}\) and \(Q=2\theta\), differentiating the layer Bloch Hamiltonian gives

\[
C=\frac{d}{dQ}\left(H_{00}+e^{iQ}H_{01}+e^{-iQ}H_{01}^\dagger\right)
=i\left(\Lambda H_{01}-\Lambda^{-1}H_{01}^\dagger\right).
\]

First-order perturbation theory in the degenerate pair requires the eigenvectors of \(C\). At \(\Lambda=-1\),

\[
C=\begin{pmatrix}0&it_1\\-it_1&0\end{pmatrix},\qquad
C\begin{pmatrix}1\\\pm i\end{pmatrix}=\mp t_1\begin{pmatrix}1\\\pm i\end{pmatrix}.
\]

So \(\lambda=\pm i\) has \(dE/dQ=\mp t_1\) and \(dE/d\theta=2\,dE/dQ=\mp2t_1\).

For \(t_1=0\) the ratio fails at every energy, because the even and odd sites form two uncoupled chains.

### 3. Velocities and the right-going set

For real \(\theta\), \(E=\varepsilon_0+2t_1\cos\theta+2t_2\cos2\theta\). Using \(\sin2\theta=2\sin\theta\cos\theta\),

\[
v=\frac a\hbar\frac{dE}{d\theta}=-\frac{2a}{\hbar}\sin\theta\,(t_1+4t_2\cos\theta).
\]

The bracket is \(t_1+2t_2x_\pm=\pm\sqrt D\), and \(2|\sin\theta|=\sqrt{4-x^2}\). Hence

\[
v_\pm=\mp\frac{2a}{\hbar}\sqrt D\,\sin\theta,\qquad
|v_\pm|=\frac a\hbar\sqrt{D(4-x_\pm^2)} .
\]

When both pairs propagate, the right-mover from \(x_+\) has \(\sin\theta<0\) and the one from \(x_-\) has \(\sin\theta>0\). Their wave numbers in \((-\pi/a,\pi/a)\) have opposite signs, so the sign of \(k\) does not identify the direction of motion.

To treat moving and decaying roots together, replace \(E\) by \(E+i\eta\) with small \(\eta>0\). A propagating root shifts by \(\delta\theta=i\eta/(dE/d\theta)\), so

\[
|\lambda|\simeq\exp\left(-\frac{\eta}{dE/d\theta}\right),
\]

which is below one for a right-mover. No root can stay on the unit circle, because real \(\theta\) gives real \(E\). Each reciprocal pair therefore has one member inside the circle. The right-going set always has two members, each either moving or decaying to the right.

### 4. The two-channel window

Each distinct real \(x\) in \((-2,2)\) supplies one right-mover. Two coexist if and only if \(D>0\) and both \(x_\pm\) lie in this interval. The roots are symmetric about \(x_v=-t_1/(2t_2)\), at distance \(\sqrt D/(2|t_2|)\), so the requirement is

\[
0<\frac{\sqrt D}{2|t_2|}<2-|x_v| .
\]

This is possible only if \(|x_v|<2\), that is, \(|t_1|<4|t_2|\). Define the energy at which \(D=0\):

\[
E_v=\varepsilon_0-2t_2-\frac{t_1^2}{4t_2},\qquad D=4t_2(E-E_v).
\]

Let \(s=\operatorname{sgn}t_2\). Squaring the inequality, whose terms are all positive, and multiplying by \(|t_2|\) gives

\[
0<s(E-E_v)<W,\qquad
W=|t_2|\left(2-\frac{|t_1|}{2|t_2|}\right)^2=\frac{(4|t_2|-|t_1|)^2}{4|t_2|}.
\]

Expanding \(W=4|t_2|-2|t_1|+t_1^2/(4|t_2|)\), the other edge is

\[
E_i=E_v+sW=\varepsilon_0+2t_2-2s|t_1| .
\]

Two right-moving channels therefore coexist when \(|t_1|<4|t_2|\) and \(E\) lies strictly between \(E_v\) and \(E_i\).

For \(|t_1|<4|t_2|\) and \(t_2>0\) the band has two equal minima at \(\cos\theta=-t_1/(4t_2)\), with energy \(E_v\), and a local maximum between them at \(E_i\). For \(t_2<0\) the picture is inverted. At \(E_v\) we have \(D=0\) and all velocities vanish. At \(E_i\), for \(t_1\neq0\), one \(x\) reaches \(\pm2\): that pair stops and turns evanescent, while the other still moves.

The values of the parabola \(E(x)=t_2x^2+t_1x+\varepsilon_0-2t_2\) at the ends \(x=\pm2\) are \(\varepsilon_0+2t_2\pm2t_1\), namely \(E_i\) and \(E_o=\varepsilon_0+2t_2+2s|t_1|\). Between them exactly one \(x\) lies in \((-2,2)\), so there is one channel.

Two limits check the window.

- For \(t_1=0\), \(W=4|t_2|\) and \(E_i=E_o\). The window is the whole band, with one channel from each uncoupled sublattice.
- As \(|t_1|\to4|t_2|\), the window closes quadratically. At equality and \(t_1<0<t_2\), the minimum is at \(\theta=0\), where \(x-2\simeq-\theta^2\) and \(E-E_v=t_2(x-2)^2\simeq t_2\theta^4\).

For \(|t_1|>4|t_2|\), energies between \(E_v\) and \(E_i\) give two real \(x\) outside \([-2,2]\), hence no channel.

In a perfect chain at zero temperature and small bias, a channel has density of right-moving states \(1/(2\pi\hbar v)\) per length and energy. A bias \(V\) opens an energy range \(eV\) in which only right-movers are filled. The current per channel is therefore \(ev\cdot eV/(2\pi\hbar v)=e^2V/h\). The velocity cancels, and each channel contributes \(e^2/h\) to the conductance per spin.

### 5. Numbers

The edges are

\[
E_v=-1.2-\frac{1}{2.4}=-1.617\ \text{eV},\qquad E_i=1.2-2=-0.8\ \text{eV},
\]

with \(E_o=1.2+2=3.2\) eV. The width is \(W=(2.4-1)^2/2.4=0.817\) eV. Counting upward crossings of the band directly gives the same two window edges.

Inside the window, at \(E=-1.4\) eV,

\[
D=1+2.4(-1.4+1.2)=0.52\ \text{eV}^2,\qquad x_\pm=\frac{1\pm0.721}{1.2}=1.434,\ 0.232 .
\]

The roots are \(0.717\pm0.697i\) and \(0.116\pm0.993i\), all of unit modulus. The right-movers are

- \(ka=-0.2455\pi\), with \(v=4.58\times10^7\) cm/s;
- \(ka=+0.4629\pi\), with \(v=6.53\times10^7\) cm/s.

As derived, their wave numbers have opposite signs. Choosing \(-\lambda\) when unfolding the layer factors would put the two pairs at band energies 1.47 eV and \(-0.935\) eV instead of \(-1.4\) eV.

The other regions show the remaining kinds of root.

- At \(-1.8\) eV, \(D=-0.44\) eV². The right-decaying roots are \(0.296\pm0.681i\), of modulus 0.743, and there is no channel.
- At 0.5 eV, the right-going set is the moving root \(-0.522+0.853i\) and the decaying root 0.440. There is one channel.
- At 3.5 eV, the right-decaying roots are 0.289 and \(-0.745\). The second alternates in sign, and there is no channel.

The special energy \(\varepsilon_0-2t_2=-1.2\) eV lies inside the window. There \(\lambda=\pm i\) have velocities \(\pm2|t_1|a/\hbar=\pm9.12\times10^7\) cm/s. The transmission is still 2, so the degeneracy affects the labelling of the modes and not their number.

The channel count was also tested against transmissions computed from surface Green functions of the doubled layer. The test covered both signs of \(t_2\), \(t_1=0\), and a case with \(|t_1|>4|t_2|\). With an imaginary part of \(10^{-6}\) eV added to the energy, the largest deviation from the predicted integer was \(1.7\times10^{-5}\) on a grid of 0.2 eV spacing that omits points within 0.02 eV of \(E_v\), \(E_i\) and \(E_o\). Closer to these edges it is larger, up to about \(3\times10^{-5}\) at 0.02 eV from an edge.

The reciprocal pairing used throughout relies on real hoppings. With complex hoppings the replacement \(\lambda\to1/\lambda\) is in general no longer a symmetry of \(P\). Unless a site-dependent phase change of the orbitals makes both hoppings real, the reduction to \(x\) is lost and the quartic must be solved directly.

## Values computed for the example and the checks

```
e0 = 0.0 eV, t1 = -1.0 eV, t2 = 0.6 eV, a = 3.0e-08 cm
window: E_v = -1.6167 eV, E_i = -0.8000 eV, width = 0.8167 eV
window edges by band counting: -1.6167 eV, -0.8000 eV
outer band edge E_o = 3.2000 eV
E = -1.8 eV: D = -0.4400 eV^2, x+ = +0.8333+0.5528i, x- = +0.8333-0.5528i
  lambda = +0.5369+1.2341i, |lambda| = 1.3458
  lambda = +0.2964-0.6813i, |lambda| = 0.7430
  lambda = +0.5369-1.2341i, |lambda| = 1.3458
  lambda = +0.2964+0.6813i, |lambda| = 0.7430
  transmission = 0.0000
E = -1.4 eV: D = 0.5200 eV^2, x+ = +1.4343+0.0000i, x- = +0.2324+0.0000i
  lambda = +0.7171+0.6969i, |lambda| = 1.0000
  lambda = +0.7171-0.6969i, |lambda| = 1.0000
  lambda = +0.1162+0.9932i, |lambda| = 1.0000
  lambda = +0.1162-0.9932i, |lambda| = 1.0000
  transmission = 2.0000
E = 0.5 eV: D = 5.0800 eV^2, x+ = +2.7116+0.0000i, x- = -1.0449+0.0000i
  lambda = +2.2713+0.0000i, |lambda| = 2.2713
  lambda = +0.4403+0.0000i, |lambda| = 0.4403
  lambda = -0.5225-0.8527i, |lambda| = 1.0000
  lambda = -0.5225+0.8527i, |lambda| = 1.0000
  transmission = 1.0000
E = 3.5 eV: D = 12.2800 eV^2, x+ = +3.7536+0.0000i, x- = -2.0869+0.0000i
  lambda = +3.4650+0.0000i, |lambda| = 3.4650
  lambda = +0.2886+0.0000i, |lambda| = 0.2886
  lambda = -0.7455+0.0000i, |lambda| = 0.7455
  lambda = -1.3414+0.0000i, |lambda| = 1.3414
  transmission = 0.0000
modes at E = -1.4 eV (layer factor, site ratio, k a/pi, velocity):
  +0.0285+0.9996i, +0.7171+0.6969i, +0.2455, -4.581e+07 cm/s
  +0.0285-0.9996i, +0.7171-0.6969i, -0.2455, +4.581e+07 cm/s
  -0.9730+0.2308i, +0.1162+0.9932i, +0.4629, +6.529e+07 cm/s
  -0.9730-0.2308i, +0.1162-0.9932i, -0.4629, -6.529e+07 cm/s
band energy at -lambda for x+: 1.4685 eV
band energy at -lambda for x-: -0.9352 eV
folding energy -1.2 eV: lambda = -0.0000-1.0000i, v = -9.116e+07 cm/s
folding energy -1.2 eV: lambda = -0.0000+1.0000i, v = +9.116e+07 cm/s
transmission at folding energy = 2.0000
largest |transmission - channel number| = 1.7e-05
```
